# The Bohm speed with Boltzmann electrons and negative ions, part 2

A plasma of electrons, negative ions and positive ions meets a wall through a planar, steady sheath. Which ratios of negative ions to electrons can exist at the sheath edge if positive ions enter at the Bohm speed $u_B$, the least speed the linearized sheath permits?

The algebra uses atomic units (elementary charge 1); temperatures are energies and ions are singly charged. Primes denote $d/dx$, with $x$ increasing towards the wall. Minus the potential is $\psi$, zero at the edge and increasing towards the wall; $\eta=\psi/T_e$. The electron and negative-ion temperatures are $T_e$ and $T_-$, with $\gamma=T_e/T_-\ge1$. The densities are $n_e$, $n_-$ and $n_+$, with $n=n_e+n_-$; at the edge $n_e=n_{es}$ and $\alpha=n_-/n_e$. Cold positive ions of mass $M$ enter at speed $u$. Then

$$n_e=n_{es}e^{-\psi/T_e},\qquad n_-=\alpha n_{es}e^{-\gamma\psi/T_e},$$

$$n_+=(1+\alpha)n_{es}\left(1+\frac{2\psi}{Mu^2}\right)^{-1/2},\qquad \psi''=4\pi(n_+-n),$$

$$Mu_B^2=T_e\frac{1+\alpha}{1+\gamma\alpha}=\frac{n}{|dn/d\psi|}.$$

At $u=u_B$ the charge density has no term linear in $\psi$; the sign of the next term decides whether a sheath can start. For $\alpha=0$ it is positive.

In the quasi-neutral presheath, ions are born at rest at rate $S$ per volume, with friction frequency $\nu$. Their velocity spread is neglected (the single-velocity model), so $u$ is the mean velocity:

$$(nu)'=S,\qquad (Mnu^2)'=n\psi'-M\nu nu,$$

$$Muu'=\psi'-Mu\left(\frac Sn+\nu\right).$$

The field diverges, ending the presheath, when $u$ reaches $c$, the value of $u_B$ at the local electronegativity. A thin sheath has a Debye length much smaller than the presheath.

The worked case has $T_e=3$ eV, $T_-=0.15$ eV, $\gamma=20$, $M=40$ u, $\alpha=2$ and $n_{es}=10^{-14}$ angstrom$^{-3}$, giving $Mu_B^2=0.2195$ eV and $u_B=7.277$ angstrom/ps. "Linear theory" in the numerical output means $\psi''=\kappa^2\psi$, started with small $\psi$ and zero slope, where

$$\kappa^2=\frac{1+\gamma\alpha}{\lambda_e^2}\left(1-\frac{u_B^2}{u^2}\right)$$

and $\lambda_e$ is the electron Debye length.

### The same step with negative ions

Let $w=Mu^2/T_e$. For general $\alpha$,

$$\frac{n_+}{n_{es}}\simeq(1+\alpha)\left(1-\frac{\eta}{w}+\frac{3\eta^2}{2w^2}\right),$$

$$\frac{n}{n_{es}}\simeq(1+\alpha)-(1+\gamma\alpha)\eta+\frac{1+\gamma^2\alpha}{2}\eta^2 .$$

At the Bohm speed $w=(1+\alpha)/(1+\gamma\alpha)$. The linear terms cancel, and $(1+\alpha)/w^2=(1+\gamma\alpha)^2/(1+\alpha)$. Therefore

$$\frac{n_+-n}{n_{es}}\simeq\frac{\eta^2}{2}\left[\frac{3(1+\gamma\alpha)^2}{1+\alpha}-(1+\gamma^2\alpha)\right].$$

Multiply the bracket by the positive factor $1+\alpha$ and call the result $Q$:

$$\begin{aligned}
Q&=3(1+2\gamma\alpha+\gamma^2\alpha^2)-(1+\alpha+\gamma^2\alpha+\gamma^2\alpha^2)\\
&=2-(\gamma^2-6\gamma+1)\alpha+2\gamma^2\alpha^2 .
\end{aligned}$$

A sheath can start at $u_B$ if $Q>0$. If $Q<0$, then $\psi''=a\psi^2$ with $a<0$. Its first integral, $(\psi')^2=2a\psi^3/3$, is negative for $\psi>0$, so no real field exists. Two limits have $Q>0$: $\alpha\to0$ gives $Q=2$, and $\gamma=1$ gives $Q=2(1+\alpha)^2$.

The discriminant of $Q$ as a quadratic in $\alpha$ is a difference of squares:

$$(\gamma^2-6\gamma+1)^2-(4\gamma)^2=(\gamma^2-10\gamma+1)(\gamma-1)^2 .$$

The first factor vanishes at $\gamma=5\pm\sqrt{24}$. The lower value is below 1. For $1<\gamma<5+\sqrt{24}$ the discriminant is negative and $Q>0$ for every $\alpha$. Above

$$\gamma=5+\sqrt{24}=9.899$$

there are two positive roots,

$$\alpha_\pm=\frac{\gamma^2-6\gamma+1\pm(\gamma-1)\sqrt{\gamma^2-10\gamma+1}}{4\gamma^2},$$

and $Q<0$ between them. No sheath of this model can start at the Bohm speed with $\alpha_-<\alpha<\alpha_+$.

For $\gamma=20$ the numbers are $\gamma^2-6\gamma+1=281$ and $\gamma^2-10\gamma+1=201$, so

$$\alpha_\pm=\frac{281\pm19\sqrt{201}}{1600},\qquad \alpha_-=0.00727,\quad\alpha_+=0.344 .$$

The formula for $u_B$ still returns a number in this interval, but that number is the root of the linear condition alone. A larger entry speed would make the initial charge positive; the thin-sheath presheath, however, ends when the ions reach $u_B$.

### The presheath avoids the same interval

The quasi-neutral presheath respects this restriction. Its momentum equation, divided by $\psi'$, is

$$Mu\frac{du}{d\psi}=1-\frac{Mu(S/n+\nu)}{\psi'} ,$$

where $S$ is the ion source and $\nu$ the friction frequency. At the end of the presheath $\psi'$ diverges and the last term vanishes. Since $d(Mu^2)/d\psi=2Mu\,du/d\psi$,

$$\frac{d(Mu^2)}{d\psi}\to2 .$$

The local Bohm speed $c$ also changes with $\psi$, because negative ions are lost faster than electrons. Let subscripts $\psi$ denote derivatives. As $n_\psi<0$, $Mc^2=-n/n_\psi$, and

$$\frac{d(Mc^2)}{d\psi}=-1+\frac{nn_{\psi\psi}}{n_\psi^2}.$$

When $u$ first reaches $c$ from below, $Mu^2-Mc^2$ cannot be decreasing. Thus

$$2\ge-1+\frac{nn_{\psi\psi}}{n_\psi^2},\qquad\text{or}\qquad 3n_\psi^2\ge nn_{\psi\psi}.$$

With $n_\psi=-(n_e/T_e)(1+\gamma\alpha)$ and $n_{\psi\psi}=(n_e/T_e^2)(1+\gamma^2\alpha)$, this is $Q\ge0$. A presheath that begins with slow ions therefore ends outside the open interval $(\alpha_-,\alpha_+)$, whatever its source and friction in this model.

### From the edge to the wall

A positive charge next to the edge does not guarantee a positive charge farther in. The inverse squares of the densities show when it does. For the ions,

$$\frac1{n_+^2}=\frac{1}{(1+\alpha)^2n_{es}^2}\left(1+\frac{2\psi}{Mu^2}\right),$$

a straight line in $\psi$. For the negative charge,

$$\frac{d}{d\psi}\frac1{n^2}=-\frac{2n_\psi}{n^3},\qquad
\frac{d^2}{d\psi^2}\frac1{n^2}=\frac{2}{n^4}\left(3n_\psi^2-nn_{\psi\psi}\right).$$

At $\psi=0$ the line and the curve have the same value, by quasi-neutrality. Their slopes are $2/(n^2Mu^2)$ and $2|n_\psi|/n^3=2/(n^2Mu_B^2)$, which agree for entry at the Bohm speed. The ion line is then the tangent to the curve. A strictly convex curve lies above its tangent, so $1/n^2>1/n_+^2$ and $n_+>n$.

The curve is convex wherever $Q\ge0$ at the local electronegativity,

$$\alpha(\psi)=\alpha e^{-(\gamma-1)\psi/T_e},$$

which does not increase towards the wall. Two conclusions follow.

1. If $1\le\gamma\le5+\sqrt{24}$, the space charge is positive throughout the sheath for every edge $\alpha$. At the upper limit $Q$ has one isolated zero, which does not spoil strict convexity.
2. If $\gamma>5+\sqrt{24}$ and $\alpha\le\alpha_-$, the local electronegativity stays below the forbidden interval, and the charge is again positive throughout.

For $\alpha>\alpha_+$ the local electronegativity passes through the interval on its way down. The charge may then change sign, and the field itself has to be examined. Multiply Poisson's equation by $\psi'$ and integrate from the edge:

$$\frac{(\psi')^2}{8\pi}=\int_0^\psi(n_+-n)\,d\psi=n_{es}T_eF(\eta).$$

The integrals of the three densities give

$$F=(1+\alpha)w\left[\left(1+\frac{2\eta}{w}\right)^{1/2}-1\right]+(e^{-\eta}-1)+\frac{\alpha}{\gamma}(e^{-\gamma\eta}-1).$$

This is a momentum balance: the first term is the momentum flux gained by the ions, and the other two are the pressures lost by the electrons and negative ions. A monotone sheath reaches the wall if $F>0$ for all $\eta$ up to the wall value.

For $\gamma=20$ this condition sets a threshold at $\alpha=0.920$, well above $\alpha_+=0.344$. Between the two values a sheath can start but cannot carry an arbitrary voltage. At $\alpha=0.6$, for example, $F$ returns to zero at $\psi=0.487$ eV and is negative just beyond, so a wall lying lower than this below the edge cannot be reached. In a scan from 1% above the threshold to $\alpha=10^3$, $F$ was positive at every sampled drop up to $20T_e$. The worked case, $\alpha=2$, lies in the scanned range. The threshold is a numerical result for $\gamma=20$ and entry at $u_B$.

### Edge values reached from a bulk plasma

The electronegativity in the Bohm speed is the edge value. Let $\alpha_0$ be the value where the ions start from rest, and let $\Delta$ be the presheath drop in units of $T_e$. The two Boltzmann laws give $\alpha=\alpha_0e^{-(\gamma-1)\Delta}$.

The presheath was integrated from continuity and momentum balance, without using the formula for $u_B$, until the field diverged. The source was proportional to the electron density. At that point $Mu^2$ agreed with the Bohm formula at the local $\alpha$ to better than one part in $10^5$ in all five cases tried.

For $\gamma=5$, $\alpha_0=1$ and no friction, the drop is $0.3789T_e$ and the edge value is $e^{-4\times0.3789}=0.220$. The formula gives $Mu_B^2/T_e=0.581$. Had the bulk value been inserted, the result would have been $2/6=0.333$, and the speed would have been too low by 24% of its proper value. Friction equal to the ionization frequency raises the drop to $0.564T_e$ and lowers the edge value to 0.105.

For $\gamma=20$ the results differ more strongly.

- With $\alpha_0=0.5$ and no friction, the edge value is zero to five decimals. The edge behaves like that of an electron plasma, with $Mu^2/T_e=0.99997$.
- With $\alpha_0=5$ and no friction, the drop is $0.0499T_e$ and the edge value is 1.94. The Bohm speed is close to that of the worked case.
- With $\alpha_0=5$ and friction equal to the ionization frequency, the edge value is 0.736. This lies above $\alpha_+$ but below the whole-sheath threshold 0.920.

The drop in the first case can be checked by hand. Without friction, $(Mnu^2)'=n\psi'$, while the Boltzmann laws give $(n_eT_e+n_-T_-)'=-n\psi'$. The sum $Mnu^2+n_eT_e+n_-T_-$ is therefore constant. Let the bulk electron density be 1. The bulk value of the sum is $T_e(1+0.5/20)=1.025T_e$. At the edge the negative ions are negligible and $Mu^2=T_e$, so the sum is $2T_ee^{-\Delta}$. Hence $\Delta=\ln(2/1.025)=0.668$, as found numerically. With no negative ions at all, the same balance gives $\Delta=\ln2$, an edge density of half the bulk density. These are values of the single-velocity model. If the spread of speeds of ions born at rest is kept in a collisionless presheath (the Tonks–Langmuir problem), the drop is $0.854T_e$, the edge density is 0.426 of the bulk density, and the mean ion speed at the edge is 14% above $u_B$. The edge values listed above shift in the same direction: for $\gamma=20$ and $\alpha_0=5$ without friction the drop becomes $0.0635T_e$ and the edge value 1.50.

The last case in the list shows the difference between the local and the whole-sheath conditions. The presheath ends properly at the local Bohm speed, and a sheath can start there, but $F$ becomes negative at a larger drop. In the limit of a thin sheath entered at $u_B$, the model then has no monotone sheath from that edge to a strongly negative wall. Some other arrangement of the space charge would be needed, and the present equations, with one quasi-neutral region and one sheath, do not determine it.

### Positive ions that are not cold

At large $\alpha$ the cold-ion result tends to $Mu_B^2=T_-$. If the positive ions are about as warm as the negative ions, their thermal motion is then comparable with their directed motion, and the cold-ion assumption fails. A flat velocity distribution gives the correction in closed form.

Let the ions at the edge be spread evenly over velocities from $u-\delta$ to $u+\delta$, with $u>\delta$. Their temperature is $M$ times the velocity variance:

$$T_+=\frac{M}{2\delta}\int_{-\delta}^{\delta}s^2\,ds=\frac{M\delta^2}{3}.$$

In collisionless flow the phase-space density is constant along each trajectory, so the distribution stays flat between its accelerated end velocities. With $n_s=(1+\alpha)n_{es}$,

$$n_+=\frac{n_s}{2\delta}\left[\sqrt{(u+\delta)^2+\frac{2\psi}{M}}-\sqrt{(u-\delta)^2+\frac{2\psi}{M}}\right].$$

The derivative at the edge is

$$\left.\frac{dn_+}{d\psi}\right|_0=\frac{n_s}{2\delta M}\left[\frac1{u+\delta}-\frac1{u-\delta}\right]=-\frac{n_s}{M(u^2-\delta^2)}.$$

For cold ions the corresponding derivative was $-n_s/(Mu^2)$. The condition on $u^2$ therefore becomes the same condition on $u^2-\delta^2$:

$$Mu^2\ge Mu_B^2+M\delta^2=Mu_B^2+3T_+ .$$

The limit $T_+\to0$ restores the cold result. For the worked case with $T_+=0.03$ eV, the threshold value of $Mu^2$ rises from 0.2195 eV to $0.2195+3\times0.03=0.3095$ eV. The speed rises from 7.277 to 8.641 angstrom/ps, by 19% of the cold value. The cold formula needs $3T_+\ll Mu_B^2$, which at large $\alpha$ means $3T_+\ll T_-$. This is a stricter demand than $3T_+\ll T_e$, the corresponding demand when the negative charge is carried by electrons.

The correction $3T_+$ is exact for the flat distribution in collisionless flow. In general each velocity group responds as a cold beam, so the condition is $1/\langle v^{-2}\rangle\ge u_B^2$; the flat distribution has $\langle v^{-2}\rangle=1/(u^2-\delta^2)$. This average weights slow ions heavily, so a small $T_+$ does not by itself make the cold formula valid. If 1% of the ions move at a tenth of the speed $V$ of the rest, then $\langle v^{-2}\rangle=(0.99+1)/V^2$ and $u=0.991V$. The threshold is then $Mu^2=1.95Mu_B^2$, although $T_+$ is only $0.016Mu_B^2$. The excluded interval and the whole-sheath threshold were derived for cold ions and have not been recalculated here for warm ones. The values for the single-velocity model and for the flat distribution are in the numerical output.

## Values computed for the example and the checks

```
Electron temperature: 3.00 eV
Negative-ion temperature: 0.15 eV
Temperature ratio gamma: 20.00 (no unit)
Positive-ion mass: 40.0 u
Edge electron density: 1.0e-14 angstrom^-3
Edge electronegativity alpha: 2.00 (no unit)
M u_B^2/T_e: 0.07317 (no unit)
u_B over its alpha=0 value: 0.2705 (no unit)
Bohm speed at alpha=0: 26.901 angstrom/ps
Bohm speed of example: 7.277 angstrom/ps
Bohm speed of example, converted: 727.7 m/s
M u_B^2 of example: 0.2195 eV
Ion kinetic energy at edge: 0.1098 eV
Positive-ion flux at edge: 2.1830e-13 angstrom^-2 ps^-1
Electron Debye length: 1.2876e+06 angstrom
Debye length with negative ions: 2.0109e+05 angstrom
u/u_B=0.9: psi reaches 0 x start at 6.52214e+05, linear theory 6.52189e+05 angstrom
u/u_B=1.1: psi reaches 2 x start at 6.35677e+05, linear theory 6.35686e+05 angstrom
alpha=0.000: M u_B^2=3.0000 eV, u_B=26.901 angstrom/ps
alpha=0.005: M u_B^2=2.7409 eV, u_B=25.713 angstrom/ps
alpha=1.000: M u_B^2=0.2857 eV, u_B=8.302 angstrom/ps
alpha=2.000: M u_B^2=0.2195 eV, u_B=7.277 angstrom/ps
alpha=5.000: M u_B^2=0.1782 eV, u_B=6.557 angstrom/ps
alpha=20.000: M u_B^2=0.1571 eV, u_B=6.156 angstrom/ps
Critical gamma: 9.89898 (no unit)
Excluded alpha, lower end: 0.00727 (no unit)
Excluded alpha, upper end: 0.34398 (no unit)
Whole-sheath threshold alpha: 0.9196 (no unit)
Largest psi at alpha=0.6: 0.4870 eV
Presheath friction is in units of the ionization frequency
bulk alpha=1.0, gamma=5, friction=0: edge alpha=0.21964, drop=0.3789 T_e
  M u^2/T_e integrated=0.581276, formula=0.581276
bulk alpha=1.0, gamma=5, friction=1: edge alpha=0.10467, drop=0.5642 T_e
  M u^2/T_e integrated=0.725159, formula=0.725159
bulk alpha=0.5, gamma=20, friction=0: edge alpha=0.00000, drop=0.6684 T_e
  M u^2/T_e integrated=0.999971, formula=0.999971
bulk alpha=5.0, gamma=20, friction=0: edge alpha=1.93749, drop=0.0499 T_e
  M u^2/T_e integrated=0.073899, formula=0.073899
bulk alpha=5.0, gamma=20, friction=1: edge alpha=0.73561, drop=0.1009 T_e
  M u^2/T_e integrated=0.110463, formula=0.110463
Warm-ion temperature: 0.030 eV
Warm-ion M u^2: 0.3095 eV
Warm-ion threshold speed: 8.641 angstrom/ps
```
